# Finite-Temperature Kohn-Sham Response with Diagonal Terms and Fermi-Level Shift

When a Kohn-Sham calculation uses thermal occupations, a density-response routine has to decide what to do with orbital pairs of equal energy, where the usual factor $(f_i-f_j)/(\varepsilon_i-\varepsilon_j)$ reads $0/0$, and whether the Fermi level may move. If all these pairs are skipped, the response is that of orbitals whose occupations do not react. If they are kept without a Fermi-level shift, the response is that of a system exchanging electrons with a reservoir. A calculation at fixed electron number in general needs both the equal-energy terms and the shift.

## Setting and result

The Kohn-Sham Hamiltonian is $h=-\tfrac12\nabla^2+v_s$, with a real local potential, a discrete spectrum, and a finite trace of $e^{-h/T}$, as for confined electrons. Each spatial orbital $\varphi_i$, with energy $\varepsilon_i$, serves both spins. The orbitals are orthonormal and chosen real. The temperature $T>0$ is in energy units and stays fixed. With

$$f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/T}},\qquad n(r)=2\sum_i f_i\varphi_i(r)^2,\qquad N=2\sum_i f_i ,$$

"fixed $N$" means a fixed mean number with Fermi occupations. It does not mean a canonical ensemble, whose occupations are different functions of the levels.

Let $v_s\to v_s+\lambda w$, and let a dot denote $d/d\lambda$ at $\lambda=0$. A prime on $f$ denotes the derivative with respect to energy, $f'_i=-f_i(1-f_i)/T$. Define

$$D_{ij}=\begin{cases}\dfrac{f_i-f_j}{\varepsilon_i-\varepsilon_j}, & \varepsilon_i\ne\varepsilon_j,\\[2mm] f'_i, & \varepsilon_i=\varepsilon_j .\end{cases}$$

The second line covers $i=j$ and every pair inside a degenerate level. The response at fixed $\mu$ is

$$\chi_\mu(r,r')=2\sum_{ij}D_{ij}\,\varphi_i(r)\varphi_j(r)\varphi_i(r')\varphi_j(r'),$$

and at fixed $N$ it is

$$\chi_N(r,r')=\chi_\mu(r,r')-\frac{a(r)a(r')}{A},\qquad a(r)=2\sum_i f'_i\varphi_i(r)^2,\quad A=2\sum_i f'_i<0 .$$

The double sum runs over ordered pairs. A loop over $i<j$ must therefore double the off-diagonal terms but not the diagonal ones.

## Response of the density matrix

The one-spin density matrix is a function of $h$:

$$\gamma=q(1+q)^{-1}=1-(1+q)^{-1},\qquad q=e^{-K},\quad K=(h-\mu)/T .$$

Indeed, an eigenvalue $q_i=e^{-(\varepsilon_i-\mu)/T}$ gives $q_i/(1+q_i)=f_i$. Let the chemical potential move too, at a rate $\dot\mu$ still to be chosen. Then $\dot K=u/T$ with $u=w-\dot\mu$.

Write $G=(1+q)^{-1}$. Differentiating $(1+q)G=1$ gives $\dot q\,G+(1+q)\dot G=0$, so $\dot G=-G\dot qG$ and

$$\dot\gamma=G\,\dot q\,G .$$

Since $\dot K$ need not commute with $K$, $\dot q$ requires care. Let $B(s)=e^{-sK}$, which obeys $dB/ds=-KB$. Differentiate this equation with respect to $\lambda$ and take matrix elements between unperturbed orbitals, with $\kappa_i=(\varepsilon_i-\mu)/T$:

$$\frac{d\dot B_{ij}}{ds}=-\kappa_i\dot B_{ij}-\frac{u_{ij}}{T}e^{-s\kappa_j},\qquad \dot B_{ij}(0)=0 .$$

This is a scalar linear equation. Its solution at $s=1$ is

$$\dot q_{ij}=-\frac{u_{ij}}{T}\int_0^1 e^{-(1-t)\kappa_i-t\kappa_j}\,dt .$$

For different energies the integral is $(q_j-q_i)/(\kappa_i-\kappa_j)$. Because $T(\kappa_i-\kappa_j)=\varepsilon_i-\varepsilon_j$,

$$\dot q_{ij}=u_{ij}\frac{q_i-q_j}{\varepsilon_i-\varepsilon_j}.$$

For equal energies the integrand is the constant $q_i$, and $\dot q_{ij}=-u_{ij}q_i/T$.

The outer factors are $G_i=1/(1+q_i)=1-f_i$. For different energies,

$$\frac{q_i-q_j}{(1+q_i)(1+q_j)}=\frac1{1+q_j}-\frac1{1+q_i}=(1-f_j)-(1-f_i)=f_i-f_j .$$

For equal energies, $-q_i/[T(1+q_i)^2]=-f_i(1-f_i)/T=f'_i$. Both cases are contained in

$$\dot\gamma_{ij}=D_{ij}\,(w_{ij}-\dot\mu\,\delta_{ij}),\qquad w_{ij}=\int\varphi_i w\varphi_j\,dr .$$

No adapted basis was chosen inside degenerate levels. A shorter argument from $[h,\gamma]=0$ would miss part of this result. To first order at fixed $\mu$ it reads

$$(\varepsilon_i-\varepsilon_j)\dot\gamma_{ij}=(f_i-f_j)w_{ij},$$

which is $0=0$ at equal energies and leaves that block undetermined.

## Density and Fermi level

The spatial diagonal, with the spin factor, is

$$\dot n(r)=2\sum_{ij}D_{ij}\varphi_i(r)\varphi_j(r)(w_{ij}-\dot\mu\delta_{ij}).$$

Setting $\dot\mu=0$ and inserting the integral for $w_{ij}$ gives $\chi_\mu$. Integrating $\chi_\mu$ over $r'$ replaces $\varphi_i(r')\varphi_j(r')$ by $\delta_{ij}$, so

$$\int\chi_\mu(r,r')\,dr'=2\sum_i f'_i\varphi_i(r)^2=a(r).$$

Since $f$ depends on $\varepsilon-\mu$, we have $\partial f_i/\partial\mu=-f'_i$ and hence $\partial n/\partial\mu=-a$. Raising the potential uniformly acts on the density like lowering $\mu$.

At fixed $N$ the integral of $\dot n$ must vanish. Orthonormality leaves the diagonal terms:

$$0=2\sum_i f'_i(w_{ii}-\dot\mu)\quad\Longrightarrow\quad \dot\mu=\frac{\sum_i f'_iw_{ii}}{\sum_i f'_i}=\frac1A\int a(r')w(r')\,dr' .$$

Substitution into $\dot n=\int\chi_\mu w\,dr'-a\dot\mu$ gives $\chi_N$. The shift is an average of the first-order level shifts with positive weights $|f'_i|$, which are largest for the levels closest to $\mu$. In a degenerate level the numerator contains a trace, which does not depend on the choice of orbitals. For constant $w=c$ the shift is $\dot\mu=c$ and $\dot n=0$.

## Implementation

The matrix $\chi_N$ need not be stored. Given $w$, compute $w_{ij}$, then $\dot\mu$, then $\dot n$ from the double sum. The orbital set must include all levels with non-negligible $f_i$, the filled ones among them, and enough empty levels to converge the off-diagonal sum.

Nearly equal energies need care, because $f_i-f_j$ loses digits by cancellation when it is computed by subtraction. With $\Delta=\varepsilon_i-\varepsilon_j$, $D_{ij}$ is the mean of $f'$ over the interval between the levels. Expanding $f'$ about the midpoint $\bar\varepsilon$, the linear term averages to zero and the quadratic one leaves

$$D_{ij}=f'(\bar\varepsilon)+\frac{\Delta^2}{24}f'''(\bar\varepsilon)+\dots$$

The midpoint slope is therefore a safe replacement when $|\Delta|\ll T$.

Here $w$ is the change of the total Kohn-Sham potential. If an external potential is applied, $w$ also contains the induced Hartree and exchange-correlation potentials, and $\dot\mu$ must be recomputed from the updated $w$ in each self-consistency cycle. The checks below concern the Kohn-Sham response, without that feedback.

## Second derivatives of the free energies

A check that uses eigenvalues alone starts from the grand potential of the Kohn-Sham electrons,

$$\Omega=-2T\sum_i\ln\left(1+e^{-(\varepsilon_i-\mu)/T}\right).$$

At fixed $\mu$, $d\Omega/d\lambda=2\sum_i f_i\,d\varepsilon_i/d\lambda=\int nw\,dr$. A second derivative gives $\ddot\Omega=\iint w\chi_\mu w$.

For $F=\Omega+\mu N$ at fixed $N$, the terms from the moving Fermi level cancel because $\partial\Omega/\partial\mu=-N$. Again $dF/d\lambda=\int nw\,dr$, now with the fixed-$N$ density, so

$$\ddot F=\iint w\chi_Nw=2\sum_{ij}D_{ij}|w_{ij}|^2-\frac{2\left(\sum_i f'_iw_{ii}\right)^2}{\sum_i f'_i}.$$

Using $\dot\mu\sum_i f'_i=\sum_i f'_iw_{ii}$ to complete the square,

$$\ddot F=2\sum_{ij}D_{ij}\,|w_{ij}-\dot\mu\,\delta_{ij}|^2\le0 .$$

The sign follows from $D_{ij}<0$, since $f$ decreases with energy. Equality requires $w_{ij}=\dot\mu\delta_{ij}$, which means a constant $w$. A solver that inverts $\chi_N$ must therefore remove the constant potential first.

## Low and high temperature

Suppose first that $\mu$ stays inside a gap as $T\to0$. Since $f(1-f)\le e^{-|\varepsilon-\mu|/T}$, every $f'_i$ vanishes exponentially. The shift term $a\dot\mu$ vanishes too: for bounded $w$, $\dot\mu$ is an average of bounded numbers, while $a\to0$. What remains is the familiar sum over occupied-empty pairs. In code, both sums in $\dot\mu$ can underflow at very low $T$ and leave $0/0$. In this gapped case the equal-energy terms and the shift can then be dropped together.

Suppose next that one nondegenerate orbital level $m$ is half filled, $f_m=\tfrac12$. Then $f'_m=-1/(4T)$, and $\chi_\mu$ grows as $1/T$. At fixed $N$ the number condition gives

$$f'_m(w_{mm}-\dot\mu)=-\sum_{i\ne m}f'_i(w_{ii}-\dot\mu)\to0 ,$$

because the other levels lie away from $\mu$. The large term cancels and the response tends to that at frozen occupations.

A partly filled degenerate level behaves differently. The shift removes the average of the perturbation over the level but not its splitting, so a $1/T$ term can survive at fixed $N$. Linear response then requires the splitting produced by $\lambda w$ to be small compared with $T$.

At high temperature, let all $f_i\ll1$ and let $w$ connect levels whose energies differ by much less than $T$. To leading order $D_{ij}=-f_i/T$, and completeness of the orbitals in the sum over $j$ gives

$$\dot n(r)=-\frac{n(r)}{T}\,[w(r)-\dot\mu],\qquad \dot\mu=\frac1N\int nw\,dr ,$$

the classical response of independent particles. The diagonal terms belong to this sum with the same weight as the others.

## Worked example: a harmonic well

Take a one-dimensional Kohn-Sham potential $v_s=\tfrac12\omega^2x^2$ with $\omega=0.5$ Ha, $N=4$ and $T=0.2$ Ha (about 63,000 K). The perturbation is $\lambda w$ with $w=e^{-(x-1)^2}$, $x$ in bohr and $\lambda$ in hartree. Solving $2\sum_i f_i=4$ gives $\mu=0.99893$ Ha. The levels that matter most are:

| $i$ | $\varepsilon_i$ (Ha) | $f_i$ | $f'_i$ (1/Ha) | $w_{ii}$ |
|---|---|---|---|---|
| 0 | 0.25 | 0.9769 | −0.1128 | 0.4137 |
| 1 | 0.75 | 0.7764 | −0.8681 | 0.3218 |
| 2 | 1.25 | 0.2218 | −0.8630 | 0.1788 |
| 3 | 1.75 | 0.0229 | −0.1117 | 0.1610 |

For level 1, $f'_1=-0.7764\times0.2236/0.2=-0.868$ per hartree. Summed over all levels, $\sum f'_i=-1.965966$ and $\sum f'_iw_{ii}=-0.499658$ per hartree, so

$$\dot\mu=\frac{-0.499658}{-1.965966}=0.25415 .$$

Re-solving for the Fermi level at $\lambda=\pm0.01$ Ha gives 1.00147645 and 0.99639339 Ha. Their difference divided by 0.02 Ha is 0.254153. A four-point difference formula with step 0.004 Ha agrees with the analytic value to the eight decimals printed.

The reference densities come from $\gamma=q(1+q)^{-1}$, with $q$ computed as a matrix exponential, so no orbitals enter them. For fixed $N$, $\mu$ is found anew at each $\lambda$. Values of $\dot n$ in 1/(Ha bohr) are:

| $x$ (bohr) | fixed $\mu$ | fixed $N$ |
|---|---|---|
| −2 | −0.0020 | 0.2053 |
| 0 | −0.1382 | −0.0271 |
| 1 | −0.5792 | −0.4491 |
| 3 | −0.0137 | 0.0808 |

At fixed $\mu$ the repulsive bump expels electrons at the rate $2\sum f'_iw_{ii}=-0.9993$ per hartree. At fixed $N$ the Fermi level rises and returns them with the profile $-a(x)$, which makes the response positive at $x=-2$ and $x=3$ bohr.

The fixed-$N$ formula differs from the finite differences by $2\times10^{-11}$, measured as the norm of the error over the grid relative to the norm of the reference. In the same measure, omitting the shift gives an error of 75%, and omitting all diagonal terms, the shift included, gives 10%. The second omission is harder to notice. Each off-diagonal product $\varphi_i\varphi_j$ integrates to zero, so the incomplete response conserves the number of electrons to rounding error. Number conservation therefore does not validate the routine; here a finite-difference test of the density reveals the omission.

The second derivatives are $\ddot\Omega=-0.71356$ and $\ddot F=-0.45958$ per hartree, and differences of the eigenvalue expressions reproduce both. Their gap should equal $2(\sum f'_iw_{ii})^2/\sum f'_i=2(0.499658)^2/(-1.965966)=-0.25398$ per hartree, as it does. Refining the grid from 0.25 to 0.20 bohr changes $\dot\mu$ by less than $10^{-7}$ and $\ddot F$ by less than $10^{-6}$ per hartree.

## Checks of the special cases

With $N=3$ in the same well, level 1 is half filled at low temperature. The predicted electron loss at fixed $\mu$ is $2f'_1w_{11}=-w_{11}/(2T)$. At $T=0.01$ Ha this is $-0.32176/0.02=-16.09$ per hartree, the computed value, and at $T=0.02$ Ha it is half as large. The fixed-$N$ response nevertheless agrees with the frozen-occupation response to within a relative $4\times10^{-10}$ at both temperatures. This figure is set by the error of the finite-difference reference. The thermal deviation itself is smaller, about $10^{-10}$ at $T=0.02$ Ha, and it falls exponentially as $T$ is lowered. With $N=4$, where the Fermi level lies in a gap, the corresponding deviation falls from $2\times10^{-5}$ at $T=0.02$ Ha to $2\times10^{-10}$ at $T=0.01$ Ha.

Degenerate pairs are tested with free electrons on a ring of radius 1 bohr, with levels $k^2/2$, $\mu=0.5$ Ha, $T=0.2$ Ha and $w=\cos2\theta$. The running waves $k=\pm1$ lie at the Fermi level and are coupled by $w_{1,-1}=\tfrac12$, while every $w_{ii}$ is zero. Hence $\dot\mu=0$, and fixed $\mu$ and fixed $N$ agree to first order. The two ordered pairs contribute

$$2\times2\times\left(-\frac1{4T}\right)\times\frac14=-\frac1{4T}=-1.25\ \text{per hartree}$$

to the derivative of $2\,\mathrm{Tr}(\gamma\cos2\theta)$. The finite-difference value is $-2.4238$ per hartree, and the full formula reproduces it. Keeping $i=j$ but dropping the other equal-energy pairs gives $-1.1738$, short by the missing 1.25.

With standing waves $\cos\theta$ and $\sin\theta$, the $i=j$ rule happens to give the right number, because $\cos2\theta$ is diagonal in that pair, with elements $\pm\tfrac12$. For $w=\sin2\theta$ the same standing waves are coupled off the diagonal, and the rule would fail for them as well. A routine that assigns $f'_i$ to every equal-energy pair does not depend on which orbitals the eigensolver returns. The numerical output lists further levels, grid points and deviations.

## Table of computed values

```
Well frequency = 0.5 Ha, N = 4, T = 0.2 Ha
T in kelvin = 63155 K
Grid: 81 points, spacing 0.25 bohr, |x| <= 10 bohr
Derivative step in lambda = 0.004 Ha
mu at lambda=0 = 0.998932 Ha
level  e_i (Ha)  f_i  f'_i (1/Ha)  w_ii
0  0.2500  0.976902  -0.112820  0.413690
1  0.7500  0.776374  -0.868086  0.321759
2  1.2500  0.221777  -0.862961  0.178755
3  1.7500  0.022858  -0.111677  0.160974
4  2.2500  0.001916  -0.009564  0.139074
5  2.7500  0.000158  -0.000788  0.124295
6  3.2500  0.000013  -0.000065  0.114071
sum f'_i = -1.965966 1/Ha
sum f'_i w_ii = -0.499658 1/Ha
dmu/dlambda, formula = 0.25415395
dmu/dlambda, finite difference = 0.25415395
mu at lambda=+0.01 Ha = 1.00147645 Ha
mu at lambda=-0.01 Ha = 0.99639339 Ha
two-point quotient = 0.254153
Density matrix, largest deviation = 6.1e-11 1/Ha
dn/dlambda in 1/(Ha bohr):
x (bohr)  fixed mu  fixed N  fixed N by differences
-2.0  -0.001998  0.205343  0.205343
-1.0  -0.009312  0.120720  0.120720
0.0  -0.138246  -0.027138  -0.027138
1.0  -0.579179  -0.449147  -0.449147
2.0  -0.258301  -0.050960  -0.050960
3.0  -0.013688  0.080775  0.080775
dN/dlambda at fixed mu, formula = -0.999316 1/Ha
dN/dlambda at fixed mu, differences = -0.999316 1/Ha
Relative error against fixed-N differences:
  full formula = 2.2e-11
  diagonal term omitted = 0.1036
  Fermi-level shift omitted = 0.7500
dN/dlambda, diagonal omitted = 6.3e-16 1/Ha
Omega'' formula, diff. = -0.713559, -0.713559 1/Ha
F'' formula, diff. = -0.459579, -0.459579 1/Ha
Low T: N, T (Ha), dN/dlambda at fixed mu (1/Ha),
  relative deviation of fixed-N from frozen occupations
4  0.02  -1.8652e-04  2.4e-05
4  0.01  -1.3902e-09  1.6e-10
3  0.02  -8.0440e+00  3.4e-10
3  0.01  -1.6088e+01  3.6e-10
Ring, mu = 0.5 Ha, T = 0.2 Ha; d<cos 2theta>/dlambda, 1/Ha:
  finite difference = -2.423773
  all equal-energy pairs = -2.423773
  i=j only, running waves = -1.173773
  i=j only, standing waves = -2.423773
```
